# The massless one-loop form factor in two dimensional schemes: verification in Python

```python
"""
Result under test: massless one-loop vector form factor and inclusive rate.
In units alpha*C_F/(4 pi) times c_Gamma, the form factor is
    -2/eps^2 - 3/eps - 8   in conventional dimensional regularization (CDR),
    -2/eps^2 - 3/eps - 7   in the four-dimensional helicity scheme (FDH).
Real emission shifts oppositely and the inclusive correction stays 3/2 in
units alpha*C_F/(2 pi).
Symbols: d = 4 - 2 eps momentum dimensions; n extra gluon spin components
(n = 0 CDR, n = 2 eps FDH); D = d + n; s squared momentum of the current;
a = 1 - x1, b = 1 - x2, c = 1 - x3 with x_i = 2 E_i / sqrt(s);
c_Gamma = Gamma(1+eps) Gamma(1-eps)^2 / Gamma(1-2 eps).
"""
import numpy as np
from scipy.integrate import quad
from scipy.special import gamma

pi = np.pi


# ---------- closed formulas under test ----------
def c_gamma(eps):
    return gamma(1 + eps) * gamma(1 - eps)**2 / gamma(1 - 2 * eps)


def vertex(eps, n):
    """Form factor coefficient with c_Gamma taken out."""
    return ((eps - 2) / (eps**2 * (1 - 2 * eps))
            - 1 / ((1 - eps) * (1 - 2 * eps))
            + (n - 2 * eps) / (2 * eps * (1 - eps)))


def dirichlet_J(eps, n):
    """Integral of the emission weight over the three-body triangle."""
    bracket = (-2 * (1 - eps + n / 2) * (1 - eps) / eps
               + 2 * (1 - eps) * (2 - 3 * eps) / eps**2 + n - 2 * eps)
    return gamma(1 - eps)**3 / gamma(3 - 3 * eps) * bracket


def virtual_rate(eps, n):
    return np.cos(pi * eps) * vertex(eps, n)


def real_rate(eps, n):
    return dirichlet_J(eps, n) / gamma(1 - eps) / c_gamma(eps)


# ---------- explicit Clifford matrices in eight dimensions ----------
s1 = np.array([[0, 1], [1, 0]], complex)
s2 = np.array([[0, -1j], [1j, 0]])
s3 = np.diag([1.0 + 0j, -1.0])
generators = []
for place in range(4):
    for sigma in (s1, s2):
        mat = np.eye(1, dtype=complex)
        for j in range(4):
            factor = s3 if j < place else (sigma if j == place else np.eye(2))
            mat = np.kron(mat, factor)
        generators.append(mat)
G = [generators[0]] + [1j * m for m in generators[1:]]
metric = np.array([1.0] + [-1.0] * 7)
for i in range(8):
    for j in range(8):
        target = 2 * metric[i] * (i == j) * np.eye(16)
        assert np.allclose(G[i] @ G[j] + G[j] @ G[i], target)


def slash(p):
    return sum(metric[i] * p[i] * G[i] for i in range(len(p)))


def dot(p, q):
    return p[0] * q[0] - np.dot(p[1:], q[1:])


def contract(P1, P2, vertex_of_mu, d):
    return sum(metric[m] * np.trace(P1 @ vertex_of_mu(m) @ P2 @ G[m])
               for m in range(d)).real


# back-to-back pair with s = 1
q1 = np.array([0.5, 0.5, 0.0])
q2 = np.array([0.5, -0.5, 0.0])
Q1, Q2 = slash(q1), slash(q2)
cases = [(4, 0), (4, 2), (6, 0), (6, 2)]

# vertex numerator: coefficient of l^2 and the l-independent part
x, y = 0.23, 0.41
for d, n in cases:
    D = d + n

    def sandwich(A, m, B):
        return sum(metric[r] * G[r] @ A @ G[m] @ B @ G[r] for r in range(D))

    born = contract(Q1, Q2, lambda m: G[m], d)
    k0 = -x * q1 + y * q2
    A0, B0 = slash(q1 + k0), slash(k0 - q2)
    constant = contract(Q1, Q2, lambda m: sandwich(A0, m, B0), d) / born
    quadratic = sum(metric[r] * contract(
        Q1, Q2, lambda m: sandwich(G[r], m, G[r]), d)
        for r in range(d)) / d / born
    assert abs(constant - (-2 * (1 - x) * (1 - y) + (4 - D) * x * y)) < 1e-10
    assert abs(quadratic - (D - 2) * (d - 2) / d) < 1e-10

# emission probability from explicit spin sums
x1, x2 = 0.83, 0.64
x3 = 2 - x1 - x2
cos12 = 1 - 2 * (x1 + x2 - 1) / (x1 * x2)
p1 = 0.5 * x1 * np.array([1, 1, 0])
p2 = 0.5 * x2 * np.array([1, cos12, np.sqrt(1 - cos12**2)])
kg = np.array([1.0, 0, 0]) - p1 - p2
assert abs(dot(kg, kg)) < 1e-12
s13, s23 = 2 * dot(p1, kg), 2 * dot(p2, kg)
P1, P2, K = slash(p1), slash(p2), slash(kg)
emission_values = {}
for d, n in cases:
    eps_int = (4 - d) / 2
    born = -contract(Q1, Q2, lambda m: G[m], d)
    total = 0.0
    for m in range(d):
        for r in range(d + n):
            M = (G[r] @ (P1 + K) @ G[m] / s13
                 - G[m] @ (P2 + K) @ G[r] / s23)
            Mbar = G[0] @ M.conj().T @ G[0]
            total += (metric[m] * metric[r]
                      * np.trace(P1 @ M @ P2 @ Mbar).real)
    weight = ((x1**2 + x2**2 + (n / 2 - eps_int) * x3**2)
              / ((1 - x1) * (1 - x2)))
    emission_values[(d, n)] = total / born
    assert abs(total / born - 2 * weight) < 1e-9 * abs(2 * weight)

# ---------- quadrature nodes that resolve endpoint powers ----------
t = np.linspace(-4.5, 4.5, 181)
step = t[1] - t[0]
u = 1 / (1 + np.exp(-pi * np.sinh(t)))
ubar = 1 / (1 + np.exp(pi * np.sinh(t)))
w = step * pi * np.cosh(t) * u * ubar
R, V = u[:, None], u[None, :]
Rbar, Vbar = ubar[:, None], ubar[None, :]
W2 = w[:, None] * w[None, :]


def triangle(f):
    """Integral of f(a, b, c) over a + b + c = 1, all positive."""
    return np.sum(W2 * R * f(R * V, R * Vbar, Rbar + 0 * V))


# ---------- loop integrals at s = -1 ----------
def radial(d, power):
    """Euclidean integral of l^power/(l^2+1)^3 over d^d l/(2 pi)^d."""
    solid = 2 * pi**(d / 2) / gamma(d / 2)

    def f(l):
        return l**(d - 1 + power) / (l * l + 1)**3

    def g(v):  # l = 1/v maps the outer region to (0, 1)
        return v**(3 - d - power + 2) * v**0 / (1 + v * v)**3

    inner = quad(f, 0, 1, epsabs=1e-12, epsrel=1e-11)[0]
    # f(1/v)/v^2 = v^(5-d-power)/(1+v^2)^3
    outer = quad(g, 0, 1, epsabs=1e-12, epsrel=1e-11)[0]
    return solid / (2 * pi)**d * (inner + outer)


def loop(eps, l2_coeff, const_coeff):
    """Twice the parameter integral, multiplied by (4 pi)^(d/2)."""
    d = 4 - 2 * eps
    value = 0.0
    if l2_coeff != 0:
        value += l2_coeff * radial(d, 2) * triangle(
            lambda a, b, c: (a * b)**(-eps))
    if const_coeff is not None:
        value += radial(d, 0) * triangle(
            lambda a, b, c: const_coeff(a, b, c) * (a * b)**(-1 - eps))
    return 2 * value * (4 * pi)**(d / 2)


e_uv, e_ir = 0.3, -0.3
d_uv = 4 - 2 * e_uv
uv_num = loop(e_uv, 2 * (d_uv - 2) / d_uv, None)
uv_formula = c_gamma(e_uv) / (e_uv * (1 - 2 * e_uv))
ir_num = loop(e_ir, 0, lambda a, b, c: -2 * (b + c) * (a + c))
ir_formula = -c_gamma(e_ir) * (2 / (e_ir**2 * (1 - 2 * e_ir))
                               + 1 / ((1 - e_ir) * (1 - 2 * e_ir)))
n_uv = 2 * e_uv
extra_num = loop(e_uv, n_uv * (d_uv - 2) / d_uv,
                 lambda a, b, c: -n_uv * a * b)
extra_formula = c_gamma(e_uv) * (vertex(e_uv, n_uv) - vertex(e_uv, 0))
for num, formula in ((uv_num, uv_formula), (ir_num, ir_formula),
                     (extra_num, extra_formula)):
    assert abs(num / formula - 1) < 1e-7


# ---------- real rate from sequential two-body decays, s = 1 ----------
def real_from_definition(eps, n):
    """Rate over Born rate, divided by g^2 C_F."""
    d = 4 - 2 * eps
    solid = 2 * pi**((d - 1) / 2) / gamma((d - 1) / 2)

    def two_body(momentum, mass):
        return solid * momentum**(d - 3) / (4 * mass * (2 * pi)**(d - 2))

    a, abar = R, Rbar
    b = abar * V
    ang = (V * Vbar)**(-eps)
    ang_norm = np.sum(w * (u * ubar)**(-eps))
    weight = ((abar**2 + (1 - b)**2 + (n / 2 - eps) * (a + b)**2) / (a * b))
    pair_mass = np.sqrt(a)
    flux = (two_body(abar / 2, 1.0) * two_body(pair_mass / 2, pair_mass)
            / (2 * pi))
    total = np.sum(W2 * flux * ang / ang_norm * 2 * weight)
    return total / two_body(0.5, 1.0)


e_re = -0.3
real_checks = []
for n in (0.0, 2 * e_re):
    num = real_from_definition(e_re, n)
    formula = ((4 * pi)**e_re / (8 * pi**2) / gamma(1 - e_re)
               * dirichlet_J(e_re, n))
    real_checks.append((num, formula))
    assert abs(num / formula - 1) < 1e-8


# ---------- Laurent coefficients by a contour sum ----------
def laurent(f):
    radius, count = 0.2, 64
    z = radius * np.exp(2j * pi * np.arange(count) / count)
    values = f(z)
    return [np.mean(values * z**(-k)).real for k in (-2, -1, 0)]


schemes = {"CDR": 0.0, "FDH": 1.0}
lv, lr, lf = {}, {}, {}
for name, kappa in schemes.items():
    lf[name] = laurent(lambda z: vertex(z, 2 * kappa * z))
    lv[name] = laurent(lambda z: virtual_rate(z, 2 * kappa * z))
    lr[name] = laurent(lambda z: real_rate(z, 2 * kappa * z))
    assert np.allclose(lf[name], [-2, -3, -8 + kappa], atol=1e-10)
    assert np.allclose(lv[name], [-2, -3, pi**2 - 8 + kappa], atol=1e-10)
    assert np.allclose(lr[name], [2, 3, 9.5 - pi**2 - kappa], atol=1e-10)
    assert np.allclose(np.add(lv[name], lr[name]), [0, 0, 1.5], atol=1e-10)


# ---------- the real shift comes from the collinear edges ----------
def away_from_edges(eps, cut):
    """Extra-component emission with a > cut and b > cut, n = 2 eps."""
    scale = 1 - 2 * cut

    def f(a0, b0, c0):
        a, b, c = cut + scale * a0, cut + scale * b0, scale * c0
        return eps * (a + b)**2 / (a * b) * (a * b * c)**(-eps)
    return scale**2 * triangle(f)


cut = 0.01
edge = {}
for e in (-1e-2, -1e-3):
    whole = dirichlet_J(e, 2 * e) - dirichlet_J(e, 0.0)
    edge[e] = (whole, away_from_edges(e, cut))
assert abs(edge[-1e-3][1] / edge[-1e-3][0]) < 0.01
assert abs(edge[-1e-3][1] / edge[-1e-2][1] - 0.1) < 0.02
assert abs(edge[-1e-3][0] + 1) < 0.01

# ---------- approach to the limit ----------
approach = {}
for e in (-1e-1, -1e-2, -1e-3):
    approach[e] = [virtual_rate(e, 2 * k * e) + real_rate(e, 2 * k * e)
                   for k in (0.0, 1.0)]
gap2 = approach[-1e-2][1] - approach[-1e-2][0]
gap3 = approach[-1e-3][1] - approach[-1e-3][0]
assert abs(gap3 / gap2 - 0.1) < 0.02

# ---------- worked example and output ----------
alpha, CF = 0.12, 4 / 3
unit = alpha * CF / (2 * pi)
print("All numbers are dimensionless")
print("Form factor / [alpha C_F/(4 pi) c_Gamma]: 1/eps^2, 1/eps, const")
for name in schemes:
    print(f"  {name}: " + "  ".join(f"{v:.6f}" for v in lf[name]))
print("Rate / [alpha C_F/(2 pi) c_Gamma]: 1/eps^2, 1/eps, const")
for name in schemes:
    print(f"  {name} virtual: " + "  ".join(f"{v:.6f}" for v in lv[name]))
    print(f"  {name} real:    " + "  ".join(f"{v:.6f}" for v in lr[name]))
    print(f"  {name} sum of constants: {lv[name][2] + lr[name][2]:.6f}")
print("Loop integrals, s=-1: quadrature, formula")
print(f"  ultraviolet part, eps={e_uv}: {uv_num:.8f}  {uv_formula:.8f}")
print(f"  infrared part, eps={e_ir}: {ir_num:.8f}  {ir_formula:.8f}")
print(f"  extra spin part, eps={e_uv}: {extra_num:.8f}  {extra_formula:.8f}")
print(f"Real rate/(g^2 C_F), s=1, eps={e_re}: quadrature, formula")
for name, pair in zip(schemes, real_checks):
    print(f"  {name}: {pair[0]:.8f}  {pair[1]:.8f}")
print(f"Spin sums s|M3|^2/(g^2 C_F |M2|^2) at x1={x1}, x2={x2}")
for (d, n), value in emission_values.items():
    print(f"  d={d}, n={n}: {value:.6f}")
print(f"Extra emission, n=2 eps: whole, part with a,b > {cut}")
for e, pair in edge.items():
    print(f"  eps={e}: {pair[0]:.6f}  {pair[1]:.6f}")
print("Virtual + real before the limit: CDR, FDH")
for e, pair in approach.items():
    print(f"  eps={e}: {pair[0]:.6f}  {pair[1]:.6f}")
print(f"Example: alpha = {alpha}, C_F = {CF:.6f}, mu^2 = s")
print(f"  alpha C_F/(2 pi) = {unit:.6f}")
for name in schemes:
    fv, fr = unit * lv[name][2], unit * lr[name][2]
    print(f"  {name} finite virtual, real, sum: "
          f"{fv:.6f}  {fr:.6f}  {fv + fr:.6f}")
    print(f"  {name} inclusive rate / Born rate: {1 + fv + fr:.6f}")
print("finished without a failed check")
```

It prints:

```
All numbers are dimensionless
Form factor / [alpha C_F/(4 pi) c_Gamma]: 1/eps^2, 1/eps, const
  CDR: -2.000000  -3.000000  -8.000000
  FDH: -2.000000  -3.000000  -7.000000
Rate / [alpha C_F/(2 pi) c_Gamma]: 1/eps^2, 1/eps, const
  CDR virtual: -2.000000  -3.000000  1.869604
  CDR real:    2.000000  3.000000  -0.369604
  CDR sum of constants: 1.500000
  FDH virtual: -2.000000  -3.000000  2.869604
  FDH real:    2.000000  3.000000  -1.369604
  FDH sum of constants: 1.500000
Loop integrals, s=-1: quadrature, formula
  ultraviolet part, eps=0.3: 5.68110299  5.68110299
  infrared part, eps=-0.3: -16.81427624  -16.81427624
  extra spin part, eps=0.3: 0.97390337  0.97390337
Real rate/(g^2 C_F), s=1, eps=-0.3: quadrature, formula
  CDR: 0.08616416  0.08616416
  FDH: 0.08328135  0.08328135
Spin sums s|M3|^2/(g^2 C_F |M2|^2) at x1=0.83, x2=0.64
  d=4, n=0: 35.898693
  d=4, n=2: 45.078431
  d=6, n=0: 45.078431
  d=6, n=2: 54.258170
Extra emission, n=2 eps: whole, part with a,b > 0.01
  eps=-0.01: -0.975184  -0.038884
  eps=-0.001: -0.997502  -0.004065
Virtual + real before the limit: CDR, FDH
  eps=-0.1: 1.807399  1.903546
  eps=-0.01: 1.531679  1.546107
  eps=-0.001: 1.503174  1.504668
Example: alpha = 0.12, C_F = 1.333333, mu^2 = s
  alpha C_F/(2 pi) = 0.025465
  CDR finite virtual, real, sum: 0.047609  -0.009412  0.038197
  CDR inclusive rate / Born rate: 1.038197
  FDH finite virtual, real, sum: 0.073074  -0.034877  0.038197
  FDH inclusive rate / Born rate: 1.038197
finished without a failed check
```
